# Admittance and Displacement-Current Noise of One Trap at an Electrode: verification in Python

```python
"""
Result under test: one trap that exchanges electrons with one electrode has
    Y(w)   = i w C_t / (1 + i w tau),   C_t = q^2 lam^2 f(1-f) / kT
    S_I(w) = 4 q^2 lam^2 f(1-f) G w^2 / (G^2 + w^2) = 4 kT Re Y(w)
q elementary charge, lam = x/d (trap depth / film thickness), f mean occupation,
G = 1/tau = capture + emission rate, S_I one-sided displacement-current noise.
Energies in eV from the Fermi level of the exchanging electrode, lengths in nm,
rates in 1/s. The voltage V of the far plate lowers the trap level by lam*V.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, null_space
from scipy.optimize import brentq
from scipy.special import expit, ive

q, kB, hbar, me = const.e, const.k, const.hbar, const.m_e
hbar_eV = hbar / q

# Rough typical inputs: trap in thin silicon dioxide between metal plates
d, x, side = 6.0, 1.2, 50.0
T, V0 = 300.0, 1.2
level_zero_bias = 0.24
barrier, mass_ratio = 3.5, 0.42
reorg, attempt, g = 1.0, 1e13, 2
eps_static, eps_fast = 3.9, 2.1
phonon = 0.060
breakdown_MV_cm = 10.0
lam = x / d
kT = kB * T / q
K = np.sqrt(2 * mass_ratio * me * q) / hbar * 1e-9   # 1/(nm sqrt(eV))


def action_to_trap(V):
    """WKB action at the Fermi energy under a linear barrier, from 0 to x."""
    F = V / d
    return 2 * K / (3 * F) * (barrier**1.5 - (barrier - F * x)**1.5)


de = 0.005
energy = np.arange(-240, 241) * de


def rates(V, kt=kT, slope=0.0):
    """Capture and emission rates with classical lattice relaxation."""
    V = np.atleast_1d(np.asarray(V, float))[:, None]
    level = level_zero_bias - lam * V
    tunnel = attempt * np.exp(-2 * action_to_trap(V)) * np.exp(slope * energy)

    def lattice(change):
        return (np.exp(-(change + reorg)**2 / (4 * reorg * kt))
                / np.sqrt(4 * np.pi * reorg * kt))
    cap = g * (tunnel * expit(-energy / kt) * lattice(level - energy)).sum(1) * de
    emi = (tunnel * expit(energy / kt) * lattice(energy - level)).sum(1) * de
    return cap, emi


def occupation(V, kt=kT):
    return 1 / (1 + np.exp((level_zero_bias - lam * V) / kt) / g)


def trap_capacitance(V, kt=kT):
    f = occupation(V, kt)
    return q * lam**2 * f * (1 - f) / kt


def induced_fraction(radius, n_images=20000):
    """Charge induced on the far plate within a disc, by summing images."""
    n = np.arange(-n_images, n_images + 1)
    total = 0.0
    for sign in (1, -1):
        h = d - (2 * n * d + sign * x)
        total += np.sum(sign * np.sign(h) / 2
                        * (1 - np.abs(h) / np.sqrt(radius**2 + h**2)))
    return total


# Lever arm from electrostatics
lever_numeric = induced_fraction(6 * d)
assert abs(lever_numeric / lam - 1) < 1e-5

# Barrier action against quadrature
action_quad = quad(lambda z: K * np.sqrt(barrier - V0 / d * z), 0, x)[0]
assert abs(action_to_trap(V0) / action_quad - 1) < 1e-9

# Detailed balance of the integrated rates, also with energy-dependent tunnelling
for V in (0.7, 1.0, 1.2, 1.5):
    for slope in (0.0, 2.0):
        cap, emi = rates(V, slope=slope)
        target = g * np.exp(-(level_zero_bias - lam * V) / kT)
        assert abs(cap[0] / emi[0] / target - 1) < 1e-6


def driven_admittance(bias, u_list, v=5e-4, N=4000):
    """Periodic solution of the nonlinear master equation under a small sine.
    u = w*tau. The current is the net jump flux times q*lam."""
    theta = np.arange(2 * N + 1) * np.pi / N
    cap, emi = rates(bias + v * np.cos(theta))
    c_b, e_b = rates(bias)
    G = c_b[0] + e_b[0]
    tot = cap + emi
    c0, c1, c2 = cap[0:-1:2], cap[1::2], cap[2::2]
    t0, t1, t2 = tot[0:-1:2], tot[1::2], tot[2::2]
    result = []
    for u in u_list:
        h = 2 * np.pi / (u * G * N)

        def step(p):
            k1 = c0 - t0 * p
            k2 = c1 - t1 * (p + h * k1 / 2)
            k3 = c1 - t1 * (p + h * k2 / 2)
            k4 = c2 - t2 * (p + h * k3)
            return p + h * (k1 + 2 * k2 + 2 * k3 + k4) / 6
        b = step(0.0)
        a = step(1.0) - b
        A, B = 1.0, 0.0
        for aj, bj in zip(a, b):
            A, B = aj * A, aj * B + bj
        p = np.empty(N)
        p[0] = B / (1 - A)
        for j in range(N - 1):
            p[j + 1] = a[j] * p[j] + b[j]
        current = q * lam * (c0 - t0 * p)
        result.append(2 / N * np.sum(current * np.exp(-1j * theta[0:-1:2])) / v)
    return np.array(result)


def generator_noise(bias, u_list):
    """Current noise from the covariance of a three-state jump process
    (empty, occupied spin up, occupied spin down)."""
    cap, emi = rates(bias)
    G = cap[0] + emi[0]
    c, e = cap[0] / G, emi[0] / G
    M = np.array([[-c, e, e], [c / 2, -e, 0], [c / 2, 0, -e]])
    P = null_space(M)[:, 0]
    P = P / P.sum()
    n = np.array([0.0, 1.0, 1.0])
    mean = n @ P

    def covariance(t):
        return n @ expm(M * t) @ (n * P) - mean**2
    out = []
    for u in u_list:
        integral = quad(covariance, 0, 40, weight='cos', wvar=u,
                        epsabs=1e-10, epsrel=1e-8, limit=200)[0]
        out.append((q * lam * u * G)**2 * 4 * integral / G)
    return np.array(out)


u_list = np.array([0.01, 0.1, 1.0, 10.0, 100.0])
for bias in (1.0, V0):
    cap, emi = rates(bias)
    G = cap[0] + emi[0]
    f = occupation(bias)
    Y_num = driven_admittance(bias, u_list)
    S_num = generator_noise(bias, u_list)
    Y_formula = 1j * u_list * G * trap_capacitance(bias) / (1 + 1j * u_list)
    S_formula = (4 * (q * lam)**2 * f * (1 - f) * G
                 * u_list**2 / (1 + u_list**2))
    johnson = 4 * kB * T * Y_num.real
    assert np.all(np.abs(Y_num.real / Y_formula.real - 1) < 1e-3)
    assert np.all(np.abs(Y_num.imag / Y_formula.imag - 1) < 1e-3)
    assert np.all(np.abs(S_num / S_formula - 1) < 1e-3)
    assert np.all(np.abs(S_num / johnson - 1) < 1e-3)
# The loop ends at the example bias V0; its values are used below.
cap, emi = cap[0], emi[0]
tau = 1 / G
C_t = trap_capacitance(V0)

# Static capacitance from the change of the stationary occupation
cs, es = rates(np.array([V0 - 1e-3, V0 + 1e-3]))
ps = cs / (cs + es)
C_static = q * lam * (ps[1] - ps[0]) / 2e-3
assert abs(C_static / C_t - 1) < 1e-3

# Random jump sequence: spectrum of alternating impulses (time unit tau)
rng = np.random.default_rng(7)
pairs, window = 1_100_000, 5000.0
dwell = np.empty(2 * pairs)
dwell[0::2] = rng.exponential(G / cap, pairs)     # empty, ends by capture
dwell[1::2] = rng.exponential(G / emi, pairs)     # occupied, ends by emission
times = np.cumsum(dwell)
jump = np.ones(2 * pairs)
jump[1::2] = -1
jump_rate = len(times) / times[-1]
n_win = int(times[-1] // window)
keep = times < n_win * window
times, jump = times[keep], jump[keep]
index = (times // window).astype(int)
mc_u, mc_ratio = [0.3, 1.0, 5.0], []
for u in mc_u:
    ratios = []
    first = int(round(u * window / (2 * np.pi)))
    for m in range(first, first + 8):
        w = 2 * np.pi * m / window
        re = np.bincount(index, jump * np.cos(w * times), n_win)
        im = np.bincount(index, jump * np.sin(w * times), n_win)
        S = 2 / window * np.mean(re**2 + im**2)
        ratios.append(S / (4 * f * (1 - f) * w**2 / (1 + w**2)))
    mc_ratio.append(np.mean(ratios))
assert np.all(np.abs(np.array(mc_ratio) - 1) < 0.05)   # sampling error near 1 %
shot = 2 * (q * lam)**2 * jump_rate * G
assert abs(johnson[-1] / shot - 1) < 0.01

# Sizes of neglected effects
area = (side * 1e-9)**2
C_geo = eps_static * const.epsilon_0 * area / (d * 1e-9)
z = (np.arange(20000) + 0.5) * x / 20000
image = q / (16 * np.pi * const.epsilon_0 * eps_fast * z * 1e-9)
action_image = K * x * np.mean(np.sqrt(np.maximum(barrier - V0 / d * z - image, 0)))
image_factor = np.exp(2 * (action_to_trap(V0) - action_image))
n_ph = 1 / np.expm1(phonon / kT)
huang = reorg / phonon
arg = 2 * huang * np.sqrt(n_ph * (n_ph + 1))
quantum_line = np.exp(arg - huang * (2 * n_ph + 1)) * ive(0, arg) / phonon
classical_line = np.exp(-reorg / (4 * kT)) / np.sqrt(4 * np.pi * reorg * kT)
phonon_factor = quantum_line / classical_line
action_far = quad(lambda s: K * np.sqrt(barrier - V0 / d * s), x, d)[0]
far_ratio = attempt * np.exp(-2 * action_far) / G


def leakage_integrand(E):
    """Zero-temperature supply times WKB transmission of the whole film."""
    F = V0 / d
    S = 2 * K / (3 * F) * ((barrier - E)**1.5 - (barrier - E - V0)**1.5)
    return min(-E, V0) * np.exp(-2 * S)


leak_sum = quad(leakage_integrand, -4, 0, epsabs=0, epsrel=1e-6, limit=200)[0]
leak_current = area * q * me / (2 * np.pi**2 * hbar**3) * leak_sum * q**2
leak_ratio = 2 * q * leak_current / S_num[2]
back_action = lam**2 * q / (C_geo * kT)
v_ac = 0.010
up, down = occupation(V0 + v_ac), occupation(V0 - v_ac)
even_odd = abs((up + down - 2 * f) / (up - down))
plate_loss = 1 - induced_fraction(side / 2) / lam
T_hot = 375.0
kT_hot = kB * T_hot / q
c_hot, e_hot = rates(V0, kT_hot)
y1 = brentq(lambda y: y / np.tanh(y) - 1.01, 0.01, 1.0)
f_quantum = 2 * y1 * kT / hbar_eV / (2 * np.pi)
full_tunnel = attempt * np.exp(-2 * action_to_trap(V0))
field = V0 / d * 10

print(f"film d = {d} nm, trap x = {x} nm, plate side = {side} nm, V0 = {V0} V")
print(f"T = {T} K, kT = {kT:.5f} eV, field = {field:.2f} MV/cm")
print(f"barrier = {barrier} eV, mass = {mass_ratio} m_e, reorganisation = {reorg} eV")
print(f"attempt rate = {attempt:.1e} 1/s, degeneracy g = {g}")
print(f"level at zero bias = {level_zero_bias} eV, at V0 = "
      f"{abs(level_zero_bias - lam * V0):.3f} eV")
print(f"lever arm x/d = {lam:.4f}, from image sum = {lever_numeric:.6f}")
print(f"tunnelling exponent 2S = {2 * action_to_trap(V0):.3f}")
print(f"tunnelling rate without lattice factor = {full_tunnel:.3e} 1/s")
print(f"capture = {cap:.2f} 1/s, emission = {emi:.2f} 1/s, sum = {G:.2f} 1/s")
print(f"occupation f = {f:.4f}, f(1-f) = {f * (1 - f):.4f}")
print(f"tau = {tau * 1e3:.3f} ms, corner frequency = {G / (2 * np.pi):.2f} Hz")
print(f"C_t = {C_t * 1e18:.5f} aF, from static slope = {C_static * 1e18:.5f} aF")
print(f"series resistance tau/C_t = {tau / C_t:.3e} ohm")
print(f"geometric capacitance = {C_geo * 1e18:.2f} aF")
print(f"loss tangent at corner, C_t/(2 C_geo) = {C_t / (2 * C_geo):.2e}")
print(f"rms induced charge = {lam * np.sqrt(f * (1 - f)):.4f} e")
print("w*tau | Re Y (S) | Im Y/w (aF) | noise (A^2/Hz) | noise/(4kT Re Y)")
for u, Y, S, J in zip(u_list, Y_num, S_num, johnson):
    print(f"{u:6.2f} | {Y.real:.4e} | {Y.imag / (u * G) * 1e18:.4e} | "
          f"{S:.4e} | {S / J:.6f}")
print(f"rms current density at corner = {np.sqrt(S_num[2]):.3e} A/sqrt(Hz)")
print(f"shot-noise limit from counted jumps = {shot:.4e} A^2/Hz")
print(f"total jump rate = {jump_rate * G:.2f} 1/s")
for u, r in zip(mc_u, mc_ratio):
    print(f"random jumps / formula at w*tau = {u}: {r:.3f}")
print("Neglected effects:")
print(f"image force multiplies tunnelling by {image_factor:.2f}")
print(f"quantum phonons ({phonon * 1e3:.0f} meV) multiply rates by {phonon_factor:.2f}")
print(f"far-electrode escape / total rate, upper estimate = {far_ratio:.1e}")
print(f"direct leakage = {leak_current:.1e} A")
print(f"leakage shot noise / trap noise at corner = {leak_ratio:.1e}")
print(f"open-circuit level shift per jump / kT = {back_action:.4f}")
print(f"even/odd charge response at {v_ac * 1e3:.0f} mV = {even_odd:.4f}")
print(f"induced charge outside radius {side / 2:.0f} nm, fraction = {plate_loss:.1e}")
print(f"lifetime broadening / kT = {hbar_eV * full_tunnel / kT:.1e}")
print(f"at {T_hot:.0f} K: rate factor = {(c_hot[0] + e_hot[0]) / G:.2f}, "
      f"C_t factor = {trap_capacitance(V0, kT_hot) / C_t:.3f}")
print(f"field / rough breakdown field ({breakdown_MV_cm:.0f} MV/cm) = "
      f"{field / breakdown_MV_cm:.2f}")
print(f"quantum noise factor departs by 1 % at {f_quantum / 1e12:.2f} THz")
print("success")
```

Output:

```
film d = 6.0 nm, trap x = 1.2 nm, plate side = 50.0 nm, V0 = 1.2 V
T = 300.0 K, kT = 0.02585 eV, field = 2.00 MV/cm
barrier = 3.5 eV, mass = 0.42 m_e, reorganisation = 1.0 eV
attempt rate = 1.0e+13 1/s, degeneracy g = 2
level at zero bias = 0.24 eV, at V0 = 0.000 eV
lever arm x/d = 0.2000, from image sum = 0.200000
tunnelling exponent 2S = 14.649
tunnelling rate without lattice factor = 4.345e+06 1/s
capture = 73.82 1/s, emission = 36.91 1/s, sum = 110.73 1/s
occupation f = 0.6667, f(1-f) = 0.2222
tau = 9.031 ms, corner frequency = 17.62 Hz
C_t = 0.05509 aF, from static slope = 0.05509 aF
series resistance tau/C_t = 1.639e+17 ohm
geometric capacitance = 14.39 aF
loss tangent at corner, C_t/(2 C_geo) = 1.91e-03
rms induced charge = 0.0943 e
w*tau | Re Y (S) | Im Y/w (aF) | noise (A^2/Hz) | noise/(4kT Re Y)
  0.01 | 6.0992e-22 | 5.5083e-02 | 1.0105e-41 | 0.999994
  0.10 | 6.0394e-20 | 5.4543e-02 | 1.0006e-39 | 1.000001
  1.00 | 3.0499e-18 | 2.7544e-02 | 5.0530e-38 | 1.000000
 10.00 | 6.0394e-18 | 5.4543e-04 | 1.0006e-37 | 1.000000
100.00 | 6.0992e-18 | 5.5083e-06 | 1.0105e-37 | 1.000000
rms current density at corner = 2.248e-19 A/sqrt(Hz)
shot-noise limit from counted jumps = 1.0117e-37 A^2/Hz
total jump rate = 49.26 1/s
random jumps / formula at w*tau = 0.3: 1.004
random jumps / formula at w*tau = 1.0: 0.983
random jumps / formula at w*tau = 5.0: 1.011
Neglected effects:
image force multiplies tunnelling by 5.52
quantum phonons (60 meV) multiply rates by 2.93
far-electrode escape / total rate, upper estimate = 8.0e-13
direct leakage = 1.2e-32 A
leakage shot noise / trap noise at corner = 7.5e-14
open-circuit level shift per jump / kT = 0.0172
even/odd charge response at 10 mV = 0.0129
induced charge outside radius 25 nm, fraction = 1.8e-05
lifetime broadening / kT = 1.1e-07
at 375 K: rate factor = 7.64, C_t factor = 0.800
field / rough breakdown field (10 MV/cm) = 0.20
quantum noise factor departs by 1 % at 2.17 THz
success
```
